# The real-space kernel of the exactly decoupled free Dirac Hamiltonian: test program

```python
"""Real-space kernel of the free-electron energy E(p) = sqrt(c^4 + c^2 p^2).

Result under test (Hartree atomic units, three dimensions, r > 0):
    kernel(r) = -c^3 K2(c r) / (2 pi^2 r^2)
    (E f)(x) = c^2 f(x) - integral kernel(|x-y|) [f(x) - f(y)] d^3y
c: speed of light; K2: modified Bessel function; 1/c: reduced Compton length.
E is the upper block of the exactly decoupled free Dirac Hamiltonian.
Lengths are in bohr, energies in hartree; t = c r is a scaled distance.
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import kv

c = 1.0 / fine_structure
bohr_pm = physical_constants["Bohr radius"][0] * 1e12
hartree_kev = physical_constants["Hartree energy in eV"][0] / 1000.0


def energy(k):
    return np.sqrt(c**4 + c**2 * k**2)


def kernel(r):
    return -c**3 * kv(2, c * r) / (2 * np.pi**2 * r**2)


def integrate(func, points):
    return sum(quad(func, a, b, epsabs=0, epsrel=1e-10, limit=400)[0]
               for a, b in zip(points[:-1], points[1:]))


def weighted(weight, t_low=0.0, t_high=40.0):
    """Integral of -kernel(r) weight(r) d^3r over t_low < c r < t_high."""
    points = [t_low] + [b for b in (1.0, 5.0) if t_low < b < t_high] + [t_high]
    return integrate(lambda t: -kernel(t / c) * weight(t / c)
                     * 4 * np.pi * (t / c)**2 / c, points)


def one_minus_sinc(x):
    # The series avoids cancellation at small argument.
    if x < 0.3:
        return x**2 / 6 - x**4 / 120 + x**6 / 5040 - x**8 / 362880
    return 1 - np.sin(x) / x


# Decoupling of the Dirac matrix, by an explicit unitary matrix
# and by a separate construction from numerical eigenvectors.
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
p_vec = c * np.array([0.4, -0.7, 1.1])
sigma_p = np.einsum("i,ijk->jk", p_vec, pauli)
zero, one = np.zeros((2, 2)), np.eye(2)
alpha_p = np.block([[zero, sigma_p], [sigma_p, zero]])
beta = np.diag([1.0, 1.0, -1.0, -1.0])
dirac = c * alpha_p + c**2 * beta
e_p = energy(np.linalg.norm(p_vec))
unitary = ((e_p + c**2) * np.eye(4) + c * beta @ alpha_p)
unitary = unitary / np.sqrt(2 * e_p * (e_p + c**2))
assert np.allclose(unitary @ unitary.conj().T, np.eye(4), atol=1e-12)
assert np.allclose(unitary @ dirac @ unitary.conj().T / c**2,
                   beta * e_p / c**2, atol=1e-11)
vectors = np.linalg.eigh(dirac)[1][:, 2:]
ratio = vectors[2:] @ np.linalg.inv(vectors[:2])
metric, rotation = np.linalg.eigh(one + ratio.conj().T @ ratio)
renorm = rotation @ np.diag(metric**-0.5) @ rotation.conj().T
basis = np.vstack([renorm, ratio @ renorm])
block = basis.conj().T @ dirac @ basis
assert np.allclose(block / c**2, one * e_p / c**2, atol=1e-11)

# Heat-kernel form of the square root, with heat time exp(u)/c^2.
for q in (0.3, 1.0, 4.0):
    def root_integrand(u):
        s = np.exp(u)
        return s**-0.5 * np.exp(-s) * -np.expm1(-s * q**2)
    root = c**2 * integrate(root_integrand, [-60, -5, 0, 5])
    root /= 2 * np.sqrt(np.pi)
    assert abs(root / (energy(q * c) - c**2) - 1) < 1e-8

# Kernel from the integral over Gaussian heat kernels.
for t in (0.5, 1.0, 3.0, 8.0):
    def heat_integrand(u):
        time = np.exp(u) / c**2
        gauss = (4 * np.pi * time)**-1.5 * np.exp(-(t / c)**2 / (4 * time))
        return time**-0.5 * np.exp(-time * c**2) * gauss
    heat = -c / (2 * np.sqrt(np.pi)) * integrate(heat_integrand, [-7, 0, 3, 5])
    assert abs(heat / kernel(t / c) - 1) < 1e-8

# Plane waves must be eigenfunctions with eigenvalue E(k).
plane = {}
for q in (0.1, 1.0, 5.0):
    plane[q] = c**2 + weighted(lambda r: one_minus_sinc(q * c * r))
    assert abs((plane[q] - c**2) / (energy(q * c) - c**2) - 1) < 1e-7

# Divergent and finite parts of the integrated kernel outside r = eps.
t_eps = 1e-3
outside_eps = weighted(lambda r: 1.0, t_low=t_eps)
finite_part = outside_eps - 4 * c / (np.pi * t_eps / c)
assert abs(finite_part / c**2 + 1 - t_eps / np.pi) < 1e-5

# Short- and long-distance limits.
r_short, r_long = 1e-3 / c, 30 / c
assert abs(kernel(r_short) * np.pi**2 * r_short**4 / c + 1) < 1e-5
tail = (-c**3 / (2 * np.pi**2 * r_long**2) * np.sqrt(np.pi / 60)
        * np.exp(-30) * (1 + 15 / 240))
assert abs(kernel(r_long) / tail - 1) < 2e-3  # next term is of order 1/t^2

# Moments reproduce the coefficients of p^2 and p^4.
second = weighted(lambda r: r**2 / 6)
fourth = weighted(lambda r: r**4 / 120)
assert abs(second - 0.5) < 1e-8
assert abs(fourth * c**2 - 0.125) < 1e-8
mean_t = c * weighted(lambda r: r**3 / 6) / second
assert abs(mean_t - 16 / (3 * np.pi)) < 1e-7


def moment_fraction(t):
    return weighted(lambda r: r**2 / 6, t_high=t) / second


median_t = brentq(lambda t: moment_fraction(t) - 0.5, 0.3, 4.0)

# Gaussian packet: pair integral in space against average over momentum.
a = 0.02
def pair_loss(r):
    return -np.expm1(-r**2 / (4 * a**2))
kinetic = weighted(pair_loss)


def momentum_average(func):
    return integrate(lambda y: 4 / np.sqrt(np.pi) * y**2 * np.exp(-y**2)
                     * func(y / a), [0, 2, 5, 10])


kinetic_p = momentum_average(lambda k: c**2 * k**2 / (energy(k) + c**2))
assert abs(kinetic / kinetic_p - 1) < 1e-8
term2 = momentum_average(lambda k: k**2 / 2)
term4 = -momentum_average(lambda k: k**4 / (8 * c**2))
term6 = momentum_average(lambda k: k**6 / (16 * c**4))
assert abs(term2 / (3 / (4 * a**2)) - 1) < 1e-8
assert abs(term4 / (-15 / (32 * a**4 * c**2)) - 1) < 1e-8
assert abs(term6 / (105 / (128 * a**6 * c**4)) - 1) < 1e-8
share1 = weighted(pair_loss, t_high=1.0) / kinetic
share3 = weighted(pair_loss, t_high=3.0) / kinetic

# Function supported in a ball: action of E outside the ball.
radius = 1 / c
nodes, weights = np.polynomial.legendre.leggauss(300)
s = radius * (nodes + 1) / 2
ws = radius * weights / 2
ball = (1 - (s / radius)**2)**6
dk = 0.05 * c
k_grid = dk * np.arange(1, 6001)
k_times_ft = 4 * np.pi * np.sin(np.outer(k_grid, s)) @ (ws * s * ball)
outside = {}
for gap in (1.0, 2.0, 4.0):
    x = radius + gap / c
    distance = np.sqrt(x**2 + s[:, None]**2 - 2 * x * s[:, None] * nodes)
    direct = 2 * np.pi * (ws * s**2 * ball) @ kernel(distance) @ weights
    fourier = dk * np.sum(energy(k_grid) * k_times_ft * np.sin(k_grid * x))
    fourier /= 2 * np.pi**2 * x
    assert direct < 0
    assert abs(fourier / direct - 1) < 1e-5
    outside[gap] = direct

print(f"speed of light c = {c:.6f} a.u.")
print(f"rest energy c^2 = {c**2:.3f} hartree")
print(f"reduced Compton length 1/c = {1/c:.7f} bohr = {bohr_pm/c:.5f} pm")
for t in (0.5, 1.0, 2.0, 5.0, 10.0):
    print(f"kernel at c r = {t:g}: {kernel(t/c):.5e} hartree/bohr^3")
for q, value in plane.items():
    print(f"E from kernel at k = {q:g} c: {value/c**2:.7f} c^2")
print(f"cutoff for singularity check: c eps = {t_eps:g}")
print(f"finite part of minus integrated kernel = {finite_part/c**2:.6f} c^2")
print(f"second-moment coefficient of p^2 = {second:.8f}")
print(f"fourth-moment coefficient of -p^4/c^2 = {fourth*c**2:.8f}")
for t in (1.0, 2.0, 5.0):
    print(f"second-moment fraction within c r = {t:g}: {moment_fraction(t):.5f}")
print(f"second-moment median distance = {median_t:.5f} /c")
print(f"second-moment mean distance = {mean_t:.5f} /c")
print(f"Gaussian width a = {a:g} bohr = {a*c:.4f} /c")
print(f"Gaussian kinetic energy, real space = {kinetic:.5f} hartree")
print(f"Gaussian kinetic energy, momentum space = {kinetic_p:.5f} hartree")
print(f"Gaussian kinetic energy converted = {kinetic*hartree_kev:.4f} keV")
print(f"Gaussian p^2 term = {term2:.4f} hartree")
print(f"Gaussian p^4 term = {term4:.4f} hartree")
print(f"Gaussian p^6 term = {term6:.4f} hartree")
print(f"sum of these three terms = {term2+term4+term6:.4f} hartree")
print(f"energy share from pairs with c r < 1: {share1:.5f}")
print(f"energy share from pairs with c r < 3: {share3:.5f}")
print(f"ball radius R = {radius:.7f} bohr, f at centre = 1")
for gap, value in outside.items():
    print(f"E f at distance {gap:g}/c outside ball = {value:.5e} hartree")
print("PASS")
```

Running it gives:

```
speed of light c = 137.035999 a.u.
rest energy c^2 = 18778.865 hartree
reduced Compton length 1/c = 0.0072974 bohr = 0.38616 pm
kernel at c r = 0.5: -7.39369e+10 hartree/bohr^3
kernel at c r = 1: -3.97790e+09 hartree/bohr^3
kernel at c r = 2: -1.55312e+08 hartree/bohr^3
kernel at c r = 5: -5.19890e+05 hartree/bohr^3
kernel at c r = 10: -5.26599e+02 hartree/bohr^3
E from kernel at k = 0.1 c: 1.0049876 c^2
E from kernel at k = 1 c: 1.4142136 c^2
E from kernel at k = 5 c: 5.0990195 c^2
cutoff for singularity check: c eps = 0.001
finite part of minus integrated kernel = -0.999682 c^2
second-moment coefficient of p^2 = 0.50000000
fourth-moment coefficient of -p^4/c^2 = 0.12500000
second-moment fraction within c r = 1: 0.39525
second-moment fraction within c r = 2: 0.67444
second-moment fraction within c r = 5: 0.96462
second-moment median distance = 1.32367 /c
second-moment mean distance = 1.69765 /c
Gaussian width a = 0.02 bohr = 2.7407 /c
Gaussian kinetic energy, real space = 1746.08581 hartree
Gaussian kinetic energy, momentum space = 1746.08581 hartree
Gaussian kinetic energy converted = 47.5134 keV
Gaussian p^2 term = 1875.0000 hartree
Gaussian p^4 term = -156.0098 hartree
Gaussian p^6 term = 36.3463 hartree
sum of these three terms = 1755.3365 hartree
energy share from pairs with c r < 1: 0.42222
energy share from pairs with c r < 3: 0.86966
ball radius R = 0.0072974 bohr, f at centre = 1
E f at distance 1/c outside ball = -1.99992e+01 hartree
E f at distance 2/c outside ball = -2.03063e+00 hartree
E f at distance 4/c outside ball = -6.11060e-02 hartree
PASS
```
